# Hart's Effective Diffusivity and Grain-Boundary Control of Barrier Leakage: a numerical check

```python
"""
Result under test: an impurity diffusing along parallel lattice and boundary
paths has D_eff = (1-f) D_L + f D_b, f = g s/(1-g+g s), and a barrier film
leaks at the steady rate P c0/L with P = (1-g) D_L + g s D_b.
g: boundary area fraction; s: boundary/lattice concentration ratio;
D_L, D_b: lattice and boundary diffusivities; L: film thickness;
c0: lattice-side concentration at the entry face; the exit is a perfect sink.
Boundaries are parallel slabs of width delta repeated with period d.
The tests solve the diffusion problem on grids, using u = c/(local s).
Lengths are in nm, times in s, energies in eV; doses are divided by c0.
"""
import numpy as np
from scipy import constants, sparse
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.sparse.linalg import spsolve

k_B = constants.k / constants.e
L, delta, d = 10.0, 0.5, 50.0
D0_L, D0_b = 1e13, 1e11
Q_L, Q_b, E_s = 1.8, 1.2, 0.1
T = 673.0
g = delta / d


def rates(temp):
    kt = k_B * temp
    return D0_L*np.exp(-Q_L/kt), D0_b*np.exp(-Q_b/kt), np.exp(E_s/kt)


def boundary_share(temp):
    lat, bnd, seg = rates(temp)
    return g*seg*bnd / ((1 - g)*lat + g*seg*bnd)


def y_faces(end, width, n_bnd, n_lat):
    """Cell faces from the boundary centre to end, fine near the boundary."""
    half = width / 2
    stretch = np.geomspace(width, width + end - half, n_lat + 1) - width
    return np.r_[np.linspace(0, half, n_bnd + 1)[:-1], half + stretch]


def assemble(K, hx, hy):
    """Finite-volume conductances; entry and exit faces lie at the x ends."""
    nx, ny = K.shape
    idx = np.arange(nx*ny).reshape(nx, ny)
    gx = hy / (hx/(2*K[:-1]) + hx/(2*K[1:]))
    gy = hx / (hy[:-1]/(2*K[:, :-1]) + hy[1:]/(2*K[:, 1:]))
    i = np.r_[idx[:-1].ravel(), idx[:, :-1].ravel()]
    j = np.r_[idx[1:].ravel(), idx[:, 1:].ravel()]
    c = np.r_[gx.ravel(), gy.ravel()]
    entry, exit_ = np.zeros(nx*ny), np.zeros(nx*ny)
    entry[idx[0]] = 2*K[0]*hy/hx
    exit_[idx[-1]] = 2*K[-1]*hy/hx
    n = nx*ny
    off = sparse.coo_matrix((np.r_[c, c], (np.r_[i, j], np.r_[j, i])),
                            shape=(n, n)).tocsr()
    diag = np.asarray(off.sum(axis=1)).ravel() + entry + exit_
    return (sparse.diags(diag) - off).tocsc(), entry, exit_


class FilmSimulation:
    """Two-dimensional transient leakage through a half period, c0 = 1."""

    def __init__(self, lat, bnd, seg, period, width, nx=40):
        faces = y_faces(period/2, width, 3, 26)
        hy = np.diff(faces)
        in_bnd = (faces[:-1] + faces[1:])/2 < width/2
        K = np.tile(np.where(in_bnd, seg*bnd, lat), (nx, 1))
        hx = L/nx
        A, entry, exit_ = assemble(K, hx, hy)
        steady = spsolve(A, entry)
        cap = np.tile(np.where(in_bnd, seg, 1.0)*hy*hx, nx)
        root = np.sqrt(cap)
        self.rate, v = eigh(A.toarray()/np.outer(root, root))
        self.weight = (v.T @ (root*steady))*(v.T @ (exit_/root))/(period/2)
        self.steady_flux = exit_ @ steady/(period/2)
        cell_flux = (exit_*steady).reshape(nx, -1)[-1]/(period/2)
        self.bnd_flux = cell_flux[in_bnd].sum()
        self.lag = np.sum(self.weight/self.rate)/self.steady_flux

    def flux(self, t):
        return -np.sum(self.weight*np.expm1(-self.rate*t))

    def dose(self, t):
        return np.sum(self.weight*(t + np.expm1(-self.rate*t)/self.rate))


def film_dose(t, D, K):
    """Series for a uniform film with diffusivity D and permeability K."""
    n = np.arange(1, 401)
    terms = (-1.0)**n/n**2*np.exp(-D*(n*np.pi/L)**2*t)
    return K/L*(t - L**2/(6*D) - 2*L**2/(np.pi**2*D)*terms.sum())


D_L, D_b, s = rates(T)
S = 1 - g + g*s
f = g*s/S
D_eff = (1 - f)*D_L + f*D_b
P = (1 - g)*D_L + g*s*D_b
t_lag = L**2/(6*D_eff)

# Random displacement along x, from the lateral exchange operator.
faces = y_faces(d/2, delta, 2, 60)
h = np.diff(faces)
inside = (faces[:-1] + faces[1:])/2 < delta/2
K_y = np.where(inside, s*D_b, D_L)
cond = 1/(h[:-1]/(2*K_y[:-1]) + h[1:]/(2*K_y[1:]))
lap = np.diag(np.r_[cond, 0] + np.r_[0, cond])
lap -= np.diag(cond, 1) + np.diag(cond, -1)
cap_y = np.where(inside, s, 1.0)*h
prob = cap_y/cap_y.sum()
lap_sym = lap/np.sqrt(np.outer(cap_y, cap_y))


def log_characteristic(k2, t):
    operator = lap_sym + k2*np.diag(np.where(inside, D_b, D_L))
    lam, v = eigh(operator)
    return np.log1p(np.sum((v.T @ np.sqrt(prob))**2*np.expm1(-lam*t)))


def variance_and_kurtosis(t, size):
    k2 = size/(2*D_eff*t)
    one, two = log_characteristic(k2, t), log_characteristic(4*k2, t)
    var = -(16*one - two)/(6*k2)
    return var, 2*(two - 4*one)/k2**2/var**2


kurt0 = 3*f*(1 - f)*(D_b - D_L)**2/D_eff**2
tau = f*((d - delta)/2)**2/(3*D_L)
t_short, t_long = 1e-6, 3e4
var_short, kurt_short = variance_and_kurtosis(t_short, 1e-4)
var_long, kurt_long = variance_and_kurtosis(t_long, 0.1)
assert abs(var_short/(2*D_eff*t_short) - 1) < 1e-3
assert abs(var_long/(2*D_eff*t_long) - 1) < 1e-3
assert abs(kurt_short/kurt0 - 1) < 0.01
# Grid error and the next order in 1/t set this tolerance.
assert abs(kurt_long/(2*kurt0*tau/t_long) - 1) < 0.03

# Steady leakage and time lag in the real, poorly mixed film.
film = FilmSimulation(D_L, D_b, s, d, delta)
assert abs(film.steady_flux/(P/L) - 1) < 1e-7
assert abs(film.bnd_flux/film.steady_flux - boundary_share(T)) < 1e-7
assert abs(film.lag/t_lag - 1) < 2e-3

# Threshold fraction: the two computed path fluxes must be equal there.
g_star = 1/(1 + s*D_b/D_L)
d_star = delta/g_star
faces_star = y_faces(d_star/2, delta, 3, 40)
h_star = np.diff(faces_star)
in_star = (faces_star[:-1] + faces_star[1:])/2 < delta/2
K_star = np.tile(np.where(in_star, s*D_b, D_L), (20, 1))
A, source, sink = assemble(K_star, L/20, h_star)
out = (sink*spsolve(A, source)).reshape(20, -1)[-1]
assert abs(out[in_star].sum()/out[~in_star].sum() - 1) < 1e-6

T_star = (Q_L - Q_b + E_s)/(k_B*np.log((1 - g)*D0_L/(g*D0_b)))
T_root = brentq(lambda x: boundary_share(x) - 0.5, 300, 3000)
assert abs(T_root/T_star - 1) < 1e-8
assert boundary_share(0.9*T_star) > 0.5 > boundary_share(1.1*T_star)

# Early leakage: isolated boundaries and a fully mixed medium are two limits.
frozen = FilmSimulation(D_L*1e-4, D_b, s, d, delta)
assert abs(frozen.dose(0.3)/film_dose(0.3, D_b, g*s*D_b) - 1) < 0.01
mixed = FilmSimulation(D_L, D_b, s, d*1e-3, delta*1e-3)
assert abs(mixed.dose(3.0)/film_dose(3.0, D_eff, P) - 1) < 0.02

t_obs = 1.0
dose_2d = film.dose(t_obs)
dose_isolated = film_dose(t_obs, D_b, g*s*D_b)
dose_hart = film_dose(t_obs, D_eff, P)
assert abs(dose_2d/dose_isolated - 1) < 0.15
assert dose_hart < 0.05*dose_2d

# Lateral loss from the boundary during early leakage.
loss_length = np.sqrt(s*delta*D_b*np.sqrt(np.pi*D_L*t_obs)/(2*D_L))
flux_factor = (L/loss_length)/np.sinh(L/loss_length)
flux_factor_2d = film.flux(t_obs)/(g*s*D_b/L)
assert abs(flux_factor_2d - flux_factor) < 0.01
assert flux_factor_2d < 0.98


def displaced_flux(nx, n_bnd, n_lat):
    """Move the boundary half a period sideways at mid-depth."""
    left = y_faces(d/4, delta, n_bnd, n_lat)
    y = np.r_[left, d/2 - left[::-1][1:]]
    mid = (y[:-1] + y[1:])/2
    K = np.full((nx, len(mid)), D_L)
    K[:nx//2, mid < delta/2] = s*D_b
    K[nx//2:, mid > d/2 - delta/2] = s*D_b
    A, source, sink = assemble(K, L/nx, np.diff(y))
    return sink @ spsolve(A, source)/(d/2)


coarse = displaced_flux(60, 3, 20)
fine = displaced_flux(120, 6, 40)
assert abs(coarse/fine - 1) < 0.04
assert fine < 0.2*P/L


def show(label, value, unit=""):
    print(f"{label}: {value:.4g} {unit}".rstrip())


show("film thickness L", L, "nm")
show("boundary width delta", delta, "nm")
show("boundary period d", d, "nm")
show("boundary area fraction g", g)
show("temperature T", T, "K")
show("lattice prefactor", D0_L, "nm^2/s")
show("boundary prefactor", D0_b, "nm^2/s")
show("lattice activation energy", Q_L, "eV")
show("boundary activation energy", Q_b, "eV")
show("segregation energy", E_s, "eV")
show("thermal energy kT", k_B*T, "eV")
show("lattice diffusivity D_L", D_L, "nm^2/s")
show("boundary diffusivity D_b", D_b, "nm^2/s")
show("segregation ratio s", s)
show("storage factor S", S)
show("boundary occupation f", f)
show("Hart diffusivity D_eff", D_eff, "nm^2/s")
show("Hart diffusivity D_eff", D_eff*1e-18, "m^2/s")
show("leakage coefficient P", P, "nm^2/s")
show("lattice part of P", (1 - g)*D_L, "nm^2/s")
show("boundary part of P", g*s*D_b, "nm^2/s")
show("steady flux / c0, formula", P/L, "nm/s")
show("steady flux / c0, 2D grid", film.steady_flux, "nm/s")
show("boundary share of leakage", 100*boundary_share(T), "%")
show("threshold fraction g*", g_star)
show("threshold period d*", d_star, "nm")
show("crossover temperature T*", T_star, "K")
show("boundary share at 373 K", 100*boundary_share(373.0), "%")
show("boundary share at 1100 K", 100*boundary_share(1100.0), "%")
show("short-time excess kurtosis, formula", kurt0)
show("short-time excess kurtosis, grid", kurt_short)
show("lateral correlation time tau", tau, "s")
show("mixing time 2*kurtosis*tau", 2*kurt0*tau, "s")
show("late time of kurtosis test", t_long, "s")
show("late excess kurtosis, formula", 2*kurt0*tau/t_long)
show("late excess kurtosis, grid", kurt_long)
show("time lag, formula", t_lag, "s")
show("time lag, 2D grid", film.lag, "s")
show("isolated boundary lag", L**2/(6*D_b), "s")
show("isolated lattice lag", L**2/(6*D_L), "s")
show("early observation time", t_obs, "s")
show("early dose / c0, 2D grid", dose_2d, "nm")
show("early dose / c0, isolated boundaries", dose_isolated, "nm")
show("early dose / c0, Hart medium", dose_hart, "nm")
show("2D dose over Hart-medium dose", dose_2d/dose_hart)
show("lateral loss length at early time", loss_length, "nm")
show("early flux factor, formula", flux_factor)
show("early flux factor, 2D grid", flux_factor_2d)
print(f"displaced-boundary flux / Hart flux: {fine/(P/L):.2g}")
print(f"displaced-boundary flux / pure-lattice flux: {fine/(D_L/L):.2g}")
print("done: every assertion held")
```

Printed output:

```
film thickness L: 10 nm
boundary width delta: 0.5 nm
boundary period d: 50 nm
boundary area fraction g: 0.01
temperature T: 673 K
lattice prefactor: 1e+13 nm^2/s
boundary prefactor: 1e+11 nm^2/s
lattice activation energy: 1.8 eV
boundary activation energy: 1.2 eV
segregation energy: 0.1 eV
thermal energy kT: 0.05799 eV
lattice diffusivity D_L: 0.3316 nm^2/s
boundary diffusivity D_b: 103.2 nm^2/s
segregation ratio s: 5.609
storage factor S: 1.046
boundary occupation f: 0.05361
Hart diffusivity D_eff: 5.848 nm^2/s
Hart diffusivity D_eff: 5.848e-18 m^2/s
leakage coefficient P: 6.118 nm^2/s
lattice part of P: 0.3283 nm^2/s
boundary part of P: 5.789 nm^2/s
steady flux / c0, formula: 0.6118 nm/s
steady flux / c0, 2D grid: 0.6118 nm/s
boundary share of leakage: 94.63 %
threshold fraction g*: 0.0005725
threshold period d*: 873.3 nm
crossover temperature T*: 882.9 K
boundary share at 373 K: 100 %
boundary share at 1100 K: 14 %
short-time excess kurtosis, formula: 47.12
short-time excess kurtosis, grid: 47.06
lateral correlation time tau: 33.01 s
mixing time 2*kurtosis*tau: 3111 s
late time of kurtosis test: 3e+04 s
late excess kurtosis, formula: 0.1037
late excess kurtosis, grid: 0.1029
time lag, formula: 2.85 s
time lag, 2D grid: 2.851 s
isolated boundary lag: 0.1615 s
isolated lattice lag: 50.26 s
early observation time: 1 s
early dose / c0, 2D grid: 0.4501 nm
early dose / c0, isolated boundaries: 0.4855 nm
early dose / c0, Hart medium: 0.007134 nm
2D dose over Hart-medium dose: 63.09
lateral loss length at early time: 21.11 nm
early flux factor, formula: 0.9635
early flux factor, 2D grid: 0.9588
displaced-boundary flux / Hart flux: 0.065
displaced-boundary flux / pure-lattice flux: 1.2
done: every assertion held
```
